# Heating of a Silicon Wafer by a Surface Ligand-Exchange Reaction

A surface reaction that releases heat at every site warms the wafer beneath it. How much the wafer warms depends on how many atoms share that heat. In a wafer half a millimetre thick, the heat of one site is shared among millions of silicon atoms, and the final rise is small.

The case treated is a flat silicon wafer of thickness $d=0.5$ mm at $T=473$ K. One face carries $\sigma=4$ reacting sites per nm², and each leaves $\varepsilon=1$ eV of heat in the wafer. The wafer exchanges no heat with its surroundings. The claim is that, once the heat has spread evenly, the temperature has risen by less than 1 mK. It depends on the reaction taking place on one face, on the face being flat, and on the wafer not being cold.

## The estimate on an envelope

Silicon has eight atoms in a cubic cell. With the cell edge set to $a=0.543$ nm as an input of the calculation, the atom density is $n=8/a^3=49.97$ nm⁻³. Behind each reacting site stand

$$\frac{nd}{\sigma}=\frac{49.97\times 5\times10^{5}}{4}=6.25\times10^{6}$$

atoms, where $d=5\times10^5$ nm. Each atom's share of 1 eV is $1.60\times10^{-7}$ eV.

A classical atom in a harmonic solid has three vibrations, each with heat capacity $k_B$. Since $k_BT=40.76$ meV at 473 K, $3k_B=3\times40.76/473=0.2585$ meV/K. The rise is therefore

$$\Delta T\approx\frac{1.60\times10^{-7}\ \text{eV}}{2.585\times10^{-4}\ \text{eV/K}}=0.62\ \text{mK}.$$

This does not yet prove the claim. Quantum mechanics lowers the heat capacity below its classical value, so the true rise in a harmonic crystal is larger than 0.62 mK. What is needed is a lower bound on the heat capacity.

## Energy balance

The heat per wafer area is

$$Q=\sigma\varepsilon=(4\times10^{18}\ \text{m}^{-2})(1.602\times10^{-19}\ \text{J})=0.641\ \text{J/m}^2 .$$

Let $c(T)$ be the heat capacity per volume. Energy conservation for a uniform final temperature reads

$$d\int_T^{T+\Delta T}c(T')\,dT'=Q .$$

The interval is about a millionth of $T$, and $c$ hardly changes across it. Replacing the integral by $c(T)\Delta T$ gives

$$\Delta T=\frac{Q}{c\,d}.\qquad(1)$$

The next term of the expansion changes $\Delta T$ by a relative amount of order $\Delta T\,c'/(2c)$, which is negligible here.

## Heat capacity of one vibration

A vibration of angular frequency $\omega$ has levels spaced by $\hbar\omega$. Let $x=\hbar\omega/(k_BT)$. Apart from the constant zero-point energy, its mean energy is

$$u=\hbar\omega\,\frac{\sum_m m\,e^{-mx}}{\sum_m e^{-mx}}=\frac{\hbar\omega}{e^x-1},$$

because $\sum_m e^{-mx}=1/(1-e^{-x})$ and the numerator is minus its derivative with respect to $x$. With $dx/dT=-x/T$,

$$\frac{du}{dT}=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

Dividing numerator and denominator by $e^x$ turns the denominator into $(e^{x/2}-e^{-x/2})^2=4\sinh^2(x/2)$. Hence

$$\frac{du}{dT}=k_BE(x),\qquad E(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2.\qquad(2)$$

With $y=x/2$, the series $\sinh y/y=1+y^2/6+\dots$ has positive terms, so it grows with $y$. Therefore $E$ falls steadily from 1 as $x$ increases: a stiffer vibration stores less additional heat per kelvin.

## A bracket for the temperature rise

There are $3n$ vibrations per volume. Let $\hbar\omega_{\max}$ be the highest vibration quantum, roughly 65 meV in silicon. Every vibration then has $E(x)$ between $E(x_{\max})$ and 1, so

$$3nk_BE(x_{\max})\le c\le3nk_B .\qquad(3)$$

Inserting this into (1) reverses the order:

$$\frac{Q}{3nk_Bd}\le\Delta T\le\frac{Q}{3nk_BE(x_{\max})\,d}.\qquad(4)$$

At 473 K, $x_{\max}=65/40.76=1.595$ and $E(x_{\max})=0.8125$. The classical heat capacity is $3nk_B=2.07$ J/(cm³ K), and the lower bound is $0.8125\times2.07=1.68$ J/(cm³ K). The two ends of (4) are

$$0.619\ \text{mK}\le\Delta T\le0.762\ \text{mK}.$$

The upper end establishes the claim for harmonic vibrations without knowledge of the spectrum below its top. This conclusion does not hinge on the rough value of that top. The bound would reach 1 mK if $E(x_{\max})$ fell to 0.619, which needs $x_{\max}\approx2.46$, or a top quantum near 100 meV.

## A lattice estimate inside the bracket

A value between the bounds needs a spectrum. A simple model joins each atom of mass $M$ to its four neighbours by springs. For a neighbour in the direction $\mathbf s$, with components $\pm1$, the spring matrix is

$$\Phi_{jk}=\alpha\left[(1-\rho)\delta_{jk}+\rho\,s_js_k\right].$$

Its diagonal elements are $\alpha$ and its off-diagonal elements are $\pm\rho\alpha$. The four directions are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Their off-diagonal parts cancel in the sum, which leaves $4\alpha$ times the unit matrix.

When the two atoms of the primitive cell move oppositely, each by a displacement $\mathbf w$, every spring is stretched by $2\mathbf w$. The restoring force is $8\alpha\mathbf w$, so $\omega^2=8\alpha/M$. For $0\le\rho\le1$ no vibration of this model lies higher. The spring energy contains $(\mathbf w_1-\mathbf w_2)^\dagger\Phi(\mathbf w_1-\mathbf w_2)/2$, which is at most $\mathbf w_1^\dagger\Phi\mathbf w_1+\mathbf w_2^\dagger\Phi\mathbf w_2$ because $\Phi$ has no negative eigenvalue. Summed over the four springs of each atom, this caps the potential energy at $4\alpha|\mathbf w|^2$ per atom, which corresponds to $M\omega^2/2=4\alpha$. I set this top frequency to 65 meV and choose $\rho=0.85$ as a round model parameter.

The heat capacity of the model is 1.87 J/(cm³ K), and (1) gives

$$\Delta T=\frac{0.641}{(1.871\times10^6)(5\times10^{-4})}\ \text{K}=0.685\ \text{mK}.$$

Solving the integral energy balance with the same spectrum also gives 0.685 mK. Refining the wavevector mesh from $8^3$ to $16^3$ points produces no printed change in $c$. This measures the error of the mesh and says nothing about the error of the spring model.

Changing $\rho$ to 0.7 at fixed top frequency moves $c$ by only $-0.075\,\%$. The reason is visible in the expansion $E(x)=1-x^2/12+\dots$. Each of the six diagonal elements of the dynamical matrix is $4\alpha/M$, so the mean of $\omega^2$ is $4\alpha/M=\omega_{\max}^2/2$, whatever $\rho$ is. To this order,

$$\frac{c}{3nk_B}\approx1-\frac{x_{\max}^2}{24}=1-\frac{2.544}{24}=0.894,$$

or 1.85 J/(cm³ K), close to the full model value. The spring ratio enters first through the next term, of order $x^4$.

## Where the claim stops holding

**Two reacting faces.** The heat doubles and the bracket becomes 1.24 to 1.52 mK. Even its lower end exceeds 1 mK, so the claim is then false in the harmonic description.

**Textured faces.** If trenches or pores multiply the reacting area while the silicon volume stays nearly the same, $\Delta T$ grows by the same factor. The upper bound guarantees less than 1 mK up to an area factor of $1/0.762=1.31$.

**Thin wafers.** At fixed heat per area, $\Delta T\propto1/d$. The bound guarantees the claim down to $0.5\times0.762=0.381$ mm.

**Cold wafers.** Cooling raises every $x$ and lowers $c$. The bound alone guarantees the claim above 307 K. At 300 K it gives 1.02 mK and no longer decides the matter, while the lattice model gives 0.783 mK. The model itself reaches 1 mK at about 195 K. In the opposite limit of high temperature, $E\to1$ and the harmonic result approaches 0.619 mK.

## What "after heat equilibrates" means

Let $\theta(z,t)$ be the temperature rise at depth $z$ below the reacting face. It obeys $\partial_t\theta=D\,\partial_z^2\theta$, with no heat flow through either face. The allowed profiles are $\cos(m\pi z/d)$, which decay as $e^{-m^2t/\tau}$ with

$$\tau=\frac{d^2}{\pi^2D}.$$

With a rough diffusivity $D=0.5$ cm²/s, $\tau=0.51$ ms.

Suppose that all the heat is released at $t=0$ in a thin layer at $z=0$. Projecting this on each cosine, whose square integrates to $d/2$, gives the amplitude $2Q/(cd)$. The uniform part has amplitude $Q/(cd)$. At the face,

$$\theta(0,t)=\frac{Q}{cd}\left[1+2\sum_{m\ge1}e^{-m^2t/\tau}\right].\qquad(5)$$

For $t\ll\tau$ the bracket is a sum over all integers $m$ of a slowly varying function, and may be replaced by $\int e^{-m^2t/\tau}dm=\sqrt{\pi\tau/t}$. Inserting $\tau$ gives

$$\theta(0,t)\approx\frac{Q}{c\sqrt{\pi Dt}} .$$

One microsecond after a sudden release, the face is as warm as if the heat were spread evenly over a depth $\sqrt{\pi Dt}\approx12.5$ µm, which makes it 27 mK warmer than before. The face is then far above 1 mK, so after a sudden release the claim applies only once the heat has spread. At $t=2\tau$, about 1 ms, the bracket in (5) is $1+2e^{-2}=1.27$. Even with the upper bound for the final rise, the face is then at $1.27\times0.762=0.97$ mK.

Now take a dose much longer than this. If the heat enters steadily over $t_p=0.1$ s, the flux is $q=Q/t_p=6.4$ W/m². After a few $\tau$ the whole wafer warms at the common rate $q/(cd)$, so the profile satisfies $k\theta''=q/d$, where $k=Dc$ is the thermal conductivity. With no flow through the back face,

$$\theta'=-\frac{q}{k}\left(1-\frac zd\right),\qquad \theta(0)-\theta(z)=\frac qk\left(z-\frac{z^2}{2d}\right).$$

The average of the last bracket over the thickness is $d/2-d/6=d/3$. The face thus leads the mean temperature by

$$\theta(0)-\bar\theta=\frac{qd}{3k}=0.011\ \text{mK}.$$

This lead is already reached after a few $\tau$, when the mean rise is still small. By the end of the dose it is less than 2 % of the mean rise, and the two nearly coincide. These formulas describe heat diffusion and do not cover the local vibrational excitation in the first moments after a single reaction. Some phonons in silicon also travel micrometres between collisions, so the value at one microsecond is approximate.

## What "thermally isolated" means

The wafer's heat capacity per area is $cd\approx940$ J/(m² K). If both faces radiate as black bodies, a small temperature difference from the walls produces a loss of $2\times4\sigma_{SB}T^3$ per kelvin, where $\sigma_{SB}$ is the Stefan–Boltzmann constant. The cooling time is

$$\tau_c=\frac{cd}{8\sigma_{SB}T^3}\approx19\ \text{s}.$$

This is far longer than the spreading time and the dose, so little of the reaction heat escapes by radiation during the dose.

The surroundings must nevertheless be at the wafer's temperature. If the walls are 1 K cooler, radiation shifts the wafer by 5.1 mK in 0.1 s, several times the reaction's effect. Conduction from one face through 10 mm of gas with a rough conductivity of 0.04 W/(m K) adds 0.43 mK for the same 1 K difference. To keep the radiative shift below a tenth of the 0.685 mK rise, the black walls would have to match the wafer to about 13 mK. These are black-body limits. Lightly doped silicon at this temperature is partly transparent in the infrared; for an emissivity of 0.15 the shift for 1 K would be about 0.8 mK and the walls would have to match to about 90 mK. The calculated rise is thus an energy budget. To isolate it with a thermometer in an ordinary reactor, one would need such control, or a steady drift that can be recorded before the dose and subtracted.

## Comparison with a real deposition step

A related real process is aluminium oxide deposition near 200 °C, in which trimethylaluminium meets a hydroxylated surface. A methyl ligand leaves with the hydroxyl hydrogen as methane, and aluminium binds to the surface oxygen. The 1 eV and 4 sites per nm² used above are round parameters, not data for this step. The rise is proportional to their product, and the upper bound permits $4\times1.31=5.2$ eV/nm² before it reaches 1 mK. The real step can exceed this. For the small gas-phase model AlH₂CH₃ + H₂O → AlH₂OH + CH₄, an MP2 calculation with idealized geometries gives a release of about 1.65 eV in electronic energy, without vibrational contributions (1.64 eV in the def2-SVP basis and 1.65 eV in def2-TZVP). The last digit is not settled. Changing the Al–O length by 0.04 Å or the Al–O–H angle by about 13° shifts the release by 0.01 to 0.05 eV, and going from MP2 to CCSD(T) in def2-SVP lowers it by about 0.03 eV. Four such exchanges per nm² would supply 6.6 eV/nm² and, if all of it stayed in the wafer, raise the lattice model's result to about 1.1 mK. The 1 mK ceiling therefore belongs to the stated parameters and is not a general limit for aluminium oxide deposition. If part of the reaction energy leaves with the methane, $\varepsilon$ and the rise are smaller. A wafer resting on a heated support is not isolated; the radiative example with a 1 K difference already shows a shift comparable to or larger than the rise, reaching several millikelvin for black faces. Patterned wafers break flatness: an area factor of 20 would raise the model's 0.685 mK to about 14 mK.

Two corrections to the heat capacity can be sized. A wafer is heated at constant pressure, whereas the vibrational formula holds at constant volume. The difference per volume is $c_p-c_v=TB(3\alpha_L)^2$, where $B$ is the bulk modulus and $\alpha_L$ the linear expansion coefficient: expansion by $3\alpha_L$ per kelvin changes the entropy per volume by $3\alpha_L(\partial p/\partial T)_V=3\alpha_L(3\alpha_LB)$, and multiplying by $T$ gives the heat. With rough values $B=100$ GPa and $\alpha_L=3\times10^{-6}$ K⁻¹, this adds 0.2 % to $c$ and slightly lowers $\Delta T$. The second correction comes from thermally created electrons and holes. A pair carries an energy of about $E_g+3k_BT$, with a gap $E_g$ of roughly 1.1 eV, and the pair density $N$ grows as $T^{3/2}e^{-E_g/(2k_BT)}$. With $g=E_g/(k_BT)\approx27$, creating new pairs therefore takes $Nk_B(g/2+3/2)(g+3)\approx450\,Nk_B$ per kelvin and volume. In undoped silicon, at a rough density of $10^{14}$ pairs per cm³, this is about $3\times10^{-5}\,\%$ of $c$. In a wafer doped to $10^{19}$ cm⁻³ the free carriers, at about $\tfrac32k_B$ each, contribute of order 0.01 %, which is still negligible.

The remaining change of the vibration frequencies with temperature is not included. To overturn the claim at 473 K, it and all other omissions together would have to reduce the heat capacity by 24 % below the lower bound in (3). The main values for the wafer are collected in the numerical output.

## Computed results

```
Site density: 4 nm^-2
Energy per site: 1 eV
Wafer thickness: 0.5 mm
Process temperature: 473 K
Lattice constant (rough): 0.543 nm
Top phonon energy (rough): 65 meV
Heat per area: 0.6409 J/m^2
Atom density: 49.97 nm^-3
Silicon atoms per reacting site: 6.246e+06
Thermal energy kB T: 40.76 meV
x_max at process temperature: 1.595
E(x_max): 0.8125
Heat capacity, classical ceiling: 2.07 J/(cm^3 K)
Heat capacity, lower bound: 1.682 J/(cm^3 K)
Heat capacity, lattice model: 1.871 J/(cm^3 K)
Spring ratio of lattice model: 0.85
Mesh shift of c, 8^3 to 16^3: 0 %
Change of c for spring ratio 0.7: -0.075 %
Rise, lower end of bracket: 0.619 mK
Rise, upper end of bracket: 0.762 mK
Rise, lattice model: 0.685 mK
Rise, full energy balance: 0.685 mK
Rise at 300 K, lattice model: 0.783 mK
Rise at 300 K, upper bound: 1.02 mK
Two faces, lower end: 1.24 mK
Two faces, upper end: 1.52 mK
Bound guarantees < 1 mK above: 307 K
Lattice model reaches 1 mK at: 195 K
Smallest thickness from bound: 0.381 mm
Largest area factor from bound: 1.31
Thermal diffusivity (rough): 0.5 cm^2/s
Spreading time: 0.51 ms
Face rise 1 us after sudden release: 27 mK
Dose time (rough): 0.1 s
Face lead during steady dose: 0.011 mK
Radiative cooling time, black faces: 19 s
Radiative shift per dose, walls 1 K off: 5.1 mK
Gas conductivity (rough): 0.04 W/(m K)
Gas gap (rough): 10 mm
Gas shift per dose, gas wall 1 K off: 0.43 mK
Constant-pressure correction to c: 0.2 %
Carrier share of c: 3.3e-05 %
```
